Why uniform collision phases halve the hard-wall electron energy gain

**A wall with two velocities**

Let a perfectly reflecting plane move towards the electrode at speed w for half of each period and back towards the plasma at the same speed for the other half. A steady, uniform stream of electrons, all with speed v = 5w, moves towards the electrode and meets the plane. Take velocities towards the electrode as positive, so the wall velocity u is +w or −w.

The wall is infinitely heavy. In its own frame an electron arrives with velocity v − u and leaves with −(v − u). Adding u returns to the laboratory frame:

v′ = −(v − u) + u = 2u − v.

The energy gain is therefore

ΔE = (m/2)[(2u − v)² − v²] = 2mu² − 2muv.

For v = 5w, an electron meeting the receding wall gains 2mw² − 10mw² = −8mw². One meeting the approaching wall gains 2mw² + 10mw² = 12mw².

If collisions were spread evenly over the period, the mean gain would be (12 − 8)mw²/2 = 2mw². They are not. The stream closes on the approaching wall at speed 6w and on the receding wall at 4w. The two half-periods last equally long, so out of every ten electrons six meet the approaching wall and four the receding one:

mean gain = [6(12mw²) + 4(−8mw²)]/10 = 4mw².

This is twice the uniform-phase value. Counting electrons is enough to show that collision phases are not uniform here. No electron is struck twice, since the fastest-moving wall returns at speed w while the slowest reflected electron leaves at |2w − 5w| = 3w.

**The sinusoidal wall: statement and proof**

In a capacitive discharge the edge of the electron-repelling sheath oscillates. The hard-wall model replaces it by a reflecting plane with

s(t) = s₀ sin ωt, u(t) = u₀ cos ωt, u₀ = ωs₀.

Here v is the velocity component normal to the wall; the parallel components do not change. The incident stream is steady and uniform, and it does not respond to the wall before impact. The claim is that for v > u₀ the mean energy gain per first collision is

⟨ΔE⟩ = 2mu₀².

Averaging ΔE over uniformly distributed collision phases would instead remove the term linear in u, because the time average of u is zero, and leave

2m⟨u²⟩ = 2m(u₀²/2) = mu₀².

Angle brackets around powers of u denote averages over time.

What is uniformly distributed in a steady stream is the time c at which an electron would cross a fixed plane, say x = 0. Its incident path is x = v(t − c), and it meets the wall when

v(t − c) = s(t), or c = t − s(t)/v.

Differentiating gives

dc/dt = 1 − u(t)/v.

For v > u₀ this is positive at all times, so each c belongs to one first-impact time t. Since s is periodic, one period of c maps onto one period of t. Equal intervals of c contain equal numbers of electrons, so an average over electrons is a time average weighted by 1 − u/v. With θ = ωt, the collision-phase density is

P(θ) = [1 − (u₀/v) cos θ]/(2π).

The same weight follows from the flux n(v − u) that a stream of density n delivers to a moving wall, divided by its mean nv.

Now average the gain with this weight:

⟨ΔE⟩ = (1/v)⟨(v − u)(2mu² − 2muv)⟩.

Multiplying out the product,

(v − u)(2mu² − 2muv) = 2mvu² − 2mv²u − 2mu³ + 2mvu²
= 4mvu² − 2mv²u − 2mu³.

After division by v,

⟨ΔE⟩ = 4m⟨u²⟩ − 2mv⟨u⟩ − 2m⟨u³⟩/v.

For the sinusoid ⟨u⟩ = ⟨u³⟩ = 0 and ⟨u²⟩ = u₀²/2, so ⟨ΔE⟩ = 2mu₀². This proves the claim.

**Why the correction survives at high speed**

The phase density approaches a uniform one as v/u₀ grows, which makes it tempting to drop the weight for fast electrons. The mean wall velocity seen by colliding electrons shows what goes wrong:

⟨u⟩ at impact = ⟨u(1 − u/v)⟩ = −⟨u²⟩/v = −u₀²/(2v).

This bias shrinks as 1/v, but it enters the gain multiplied by −2mv:

−2mv · [−u₀²/(2v)] = mu₀².

The quadratic term 2mu² also contributes mu₀², because its weighted average is 2m(⟨u²⟩ − ⟨u³⟩/v) and the cubic moment vanishes. The two parts are equal at every v > u₀. Electron paths launched at equal time intervals, with impact times found from the crossing of path and wall, give a first-hit gain of 2.000000 mu₀² at v/u₀ = 1.5, 3, 10 and 100.

Uniform phases do belong to a different, simplified model, in which the plane stays at a fixed position but reverses each electron's velocity and adds 2u(t). There the arrival times at the plane are uniform and the mean gain is mu₀². That model leaves out the displacement of the wall, and with it half of the gain.

**The same result from the work done by the wall**

Per unit area and time, n(v − u) electrons strike the wall, and each changes its momentum by 2m(v − u). The pressure on the wall is

p = 2mn(v − u)².

The wall pushes back on the electrons with −p, so it supplies them with power −pu. Its time average is

−2mn⟨(v − u)²u⟩ = −2mn⟨v²u − 2vu² + u³⟩
= 4mnv⟨u²⟩ − 2mn⟨u³⟩,

where ⟨u⟩ = 0 has been used. Division by the mean flux nv gives

⟨ΔE⟩ = 4m⟨u²⟩ − 2m⟨u³⟩/v.

This mean gain per first collision holds for any periodic wall motion with zero mean velocity, provided v exceeds the largest value of u. Relative to 2m⟨u²⟩ the factor is 2 − ⟨u³⟩/(v⟨u²⟩). It is exactly two when ⟨u³⟩ = 0, and close to two when v is much larger than |⟨u³⟩|/⟨u²⟩. As a second case, take u/u₀ = cos θ + 0.3 cos 2θ. Then

⟨u²⟩/u₀² = (1 + 0.3²)/2 = 0.545,
⟨u³⟩/u₀³ = 3(0.3)⟨cos²θ cos 2θ⟩ = 0.9/4 = 0.225.

In the second line the terms cos³θ, cos θ cos²2θ and cos³2θ average to zero, and cos²θ = (1 + cos 2θ)/2 gives the factor 1/4. At v/u₀ = 5.19 the gain is

4(0.545) − 2(0.225)/5.19 = 2.093

in units of mu₀², in agreement with the value found from trajectories.

**When one collision is the whole encounter**

The proof counts first collisions. A wall that has just reflected an electron may catch it again. Suppose the first hit occurs at phase θ. After a further phase d, the free electron would be at

s₀ sin θ + (2u₀ cos θ − v)d/ω.

Setting this equal to the wall position s₀ sin(θ + d), and using u₀ = ωs₀, gives the condition for a meeting:

v/u₀ = 2 cos θ − [sin(θ + d) − sin θ]/d.

Expanding sin(θ + d) = sin θ cos d + cos θ sin d turns this into

v/u₀ = (2 − sin d/d) cos θ + [(1 − cos d)/d] sin θ.

For fixed d, the largest value of A cos θ + B sin θ is √(A² + B²). A second meeting therefore requires v/u₀ to be no greater than the maximum over d of

√{(2 − sin d/d)² + [(1 − cos d)/d]²}.

Numerically this maximum is 2.237. Above it, 2mu₀² is the mean gain of the complete encounter. Between v = u₀ and this threshold it remains the mean gain of the first hit, but some electrons are hit again.

At v = 2u₀, for example, the share hit again is 8.6%, and the total mean gain rises to 2.13 mu₀². The sign of the change can be seen directly. After the first hit the electron velocity is w₁ = 2u − 2u₀ ≤ 0. Let u now denote the wall velocity at the second hit. To catch the electron from the electrode side, the wall must have u ≤ w₁ ≤ 0. The further gain is 2mu² − 2muw₁ = 2mu(u − w₁), a product of two non-positive factors, and so cannot be negative.

For v < u₀ the wall can outrun the stream, dc/dt changes sign, and the averaging formula no longer applies.

**An argon etcher in numbers**

Take rough typical values for a low-pressure argon etcher driven at 13.56 MHz: an edge amplitude of 3 mm and electrons with 5 eV of normal energy. The edge speed amplitude is

u₀ = 2π(13.56 × 10⁶ s⁻¹)(0.3 cm) = 2.56 × 10⁷ cm/s.

The incident speed is 1.33 × 10⁸ cm/s, so v/u₀ = 5.19, well above the single-hit threshold. Since mv² = 10 eV,

mu₀² = 10 eV/(5.19)² = 0.371 eV.

Uniform phases would give a mean gain of 0.37 eV. The flux-weighted result is 0.74 eV, or 1.19 × 10⁻¹⁹ J. The phase density departs from uniformity by at most 19% of its mean, and the mean wall velocity at impact is only −2.5 × 10⁶ cm/s, about a tenth of u₀. That small bias supplies half of the gain.

Individual gains vary far more than their mean suggests. With the same weight,

⟨ΔE²⟩ = (4m²/v)⟨u²(v − u)³⟩
= (4m²/v)(v³⟨u²⟩ + 3v⟨u⁴⟩)
= m²u₀²(2v² + 4.5u₀²),

because odd powers of u average to zero and ⟨u⁴⟩ = 3u₀⁴/8. The rms gain is 0.371 eV × √[2(5.19)² + 4.5] = 2.84 eV, nearly four times the mean. Per incident electron, gains contribute 1.63 eV and losses take away 0.89 eV. The mean heating is the difference between the two, which is why a modest error in the weights matters so much.

**What a real sheath changes**

One assumption that matters here is that the incident stream is steady. The radio-frequency current also moves the bulk electrons, in phase with the sheath edge. Let the incident velocity be v + κu(t), with uniform density, and write a = 1 − κ. The impact condition becomes v(t − c) = a s(t), so the weight is 1 − au/v. The gain is

ΔE = 2mu² − 2mu(v + κu) = −2mu(v − au).

Its weighted mean for the sinusoid is

−(2m/v)⟨u(v − au)²⟩ = −(2m/v)⟨v²u − 2avu² + a²u³⟩
= 4ma⟨u²⟩ = 2mu₀²(1 − κ).

This counts the work done at the wall and omits the work of the bulk field along the electron's path. Suppose that field gives the electron the same oscillation κu(t) before and after the hit. Its velocity averaged over a period is then v before the hit and (2u − v − κu) − κu = 2au − v after it, with u taken at impact. This is the original problem with u replaced by au, so the net gain in cycle-averaged energy is 2mu₀²(1 − κ)². If stream and edge move together, κ = 1 and both the wall's contribution and the net gain vanish. Current continuity suggests κ of about the ratio of sheath to bulk density. For rough densities of 10⁹ and 4 × 10⁹ cm⁻³, κ = 0.25: the work done at the wall falls from 0.74 to 0.56 eV, and the net gain to 0.42 eV. This is an estimate, since the uniform stream ignores the density change that sets κ. Flux weighting gives the correct average for a prescribed steady stream; it does not settle the heating of a self-consistent discharge.

Some other effects can be sized for the same example. In a sheath of uniform ion density 10⁹ cm⁻³ without electrons, reflection takes about 0.15 rad of the radio-frequency cycle. If no electron is lost, the mean gain changes by only about 0.1%. The peak voltage of this model sheath is about 330 V. If it collapses fully once per cycle, 23% of the 5 eV electrons reach the electrode, and the gain carried by the reflected ones is 0.65 eV per incident electron. Full collapse is an extreme case. In a steady discharge the electron loss must equal the ion flux, about √(2πm/M) ≈ 0.9% of the thermal electron flux for argon ions of mass M, whereas full collapse of this model sheath would lose roughly 18% of a 3 eV population. About 7 V left across the sheath at its minimum restores the balance; then none of the 5 eV electrons reach the electrode and their mean gain stays at 0.74 eV.

At 10 mTorr and 300 K, a rough cross-section of 7 × 10⁻¹⁶ cm² gives a mean free path of 44 mm, long compared with the 3 mm edge amplitude but shorter than the 98 mm a 5 eV electron flies in one period. The gain at the wall is little affected, but the period-averaged net gain of 0.42 eV is a collisionless figure, since only about one such electron in ten flies a full period without a collision. For a thermal population at 3 eV, however, 27% of the incident flux has a normal energy below the single-hit threshold of 0.93 eV. The result for fast electrons cannot be applied to that part without following repeated hits and, below u₀, the wall's outrunning of the stream. The numerical output lists most of these values with their inputs.

Numbers as computed

```
RF frequency: 13.56 MHz
edge amplitude s0: 3.00 mm
normal electron energy: 5.00 eV
edge speed amplitude u0: 2.5560e+07 cm/s
incident speed v: 1.3262e+08 cm/s
speed ratio v/u0: 5.1886 (dimensionless)
phase-density modulation u0/v: 19.27 %
mean wall velocity at impact: -2.4631e+06 cm/s
uniform-phase mean gain: 0.3714 eV
true mean gain: 0.7429 eV
true mean gain: 1.1903e-19 J
quadratic contribution: 0.3714 eV
correlation contribution: 0.3714 eV
rms gain: 2.8372 eV
first-hit gain at v/u0=1.5: 2.000000 m u0^2
first-hit gain at v/u0=3: 2.000000 m u0^2
first-hit gain at v/u0=10: 2.000000 m u0^2
first-hit gain at v/u0=100: 2.000000 m u0^2
gain with 30% second velocity harmonic: 2.0933 m u0^2
single-hit threshold v/u0: 2.23691 (dimensionless)
threshold energy: 0.9293 eV
share hit again at v/u0=2: 8.55 %
total mean gain at v/u0=2: 2.1341 m u0^2
sheath ion density, rough: 1.00e+09 cm^-3
bulk density, rough: 4.00e+09 cm^-3
drift ratio kappa: 0.250 (dimensionless)
mean wall gain with this drift: 0.5572 eV
plasma/RF frequency ratio in sheath: 20.939 (dimensionless)
nominal reflection phase: 0.1500 rad
soft-sheath mean gain, no loss: 0.7421 eV
peak ion-matrix sheath voltage: 325.7 V
share lost at full sheath collapse: 22.88 %
reflected gain per incident electron: 0.6493 eV
gas pressure: 10.0 mTorr
gas temperature: 300.0 K
argon cross-section, rough: 7.0e-16 cm^2
electron mean free path: 44.4 mm
electron temperature, rough: 3.00 eV
thermal flux below single-hit threshold: 26.64 %
```
